\section*{The Contact Knight Shift from Pauli Susceptibility and Fermi-Surface Density, part 1}

(Sections cited here and not found follow in the second part.)

\section{Part I: The field of the electron spins at the nucleus}

\subsection{Which density should be taken from the calculation?}

Suppose that a band calculation for a nonmagnetic metal has converged, and that the contact part of its nuclear magnetic resonance shift is wanted. The calculation offers several electron densities at the nucleus: that of all electrons, that of the conduction band, and that of the states at the Fermi level. The last can be averaged over the Fermi surface with equal weight for equal areas, or with more weight where the electrons are slow. The orbitals may be normalised in one atomic volume or in the whole crystal. One must decide which of these numbers multiplies the spin susceptibility, and whether a second calculation in a magnetic field is needed at all.

For independent electrons in a fixed potential the second calculation is unnecessary. The required density is that of the Fermi-level states, weighted by their contribution to the density of states. If the orbitals are normalised in the atomic volume, the susceptibility is the one per atom. These statements follow from two separate calculations: the magnetic field made by a given spin density, and the spin density made by an applied field. The first is the subject of this part.

\subsection{Setting and conventions}

The metal has one atom per primitive cell, and the cell has volume \(\Omega\). The nucleus is a point at a site of cubic symmetry, taken as the origin. The sample is a sphere, except where another shape is named. The applied field \(B_0\) points along \(z\). Gaussian units are used first, and the SI form is given separately. The contact Knight shift is
\begin{equation}
K=\frac{\Delta B}{B_0},
\end{equation}
where \(\Delta B\) is the mean extra field along \(z\) that the electron spins produce at the nucleus. A positive \(K\) means a higher resonance frequency at the same applied field. A transverse extra field would change the length of the total field only in second order, so the \(z\) component suffices for a small shift.

The electrons are nonrelativistic, have \(g=2\), and have no spin-orbit coupling. Shifts caused by orbital currents are separate terms and are not included in \(K\).

An electron's magnetic moment is opposite to its spin:
\begin{equation}
\boldsymbol{\mu}=-\mu_B\boldsymbol{\sigma},
\qquad
-\boldsymbol{\mu}\cdot\mathbf B_0=+\mu_B B_0\sigma_z .
\end{equation}
Here \(\mu_B\) is the positive Bohr magneton and \(\boldsymbol\sigma\) is the vector of Pauli matrices. To avoid carrying this minus sign, electrons are labelled by the direction of their moment. A moment along \(+z\) is called ``up'' and has \(\sigma_z=-1\); its energy is lowered by \(\mu_BB_0\). A ``down'' moment has its energy raised by the same amount.

The Bloch functions are normalised in one atomic volume,
\begin{equation}
\int_\Omega |\psi_{\mathbf k}(\mathbf r)|^2\,d^3r=1 .
\label{eq:norm}
\end{equation}
For a crystal of \(N_c\) cells, the allowed wave vectors have density \(N_c\Omega/(8\pi^3)\) in \(\mathbf k\) space. One electron spread over the crystal contributes \(|\psi_{\mathbf k}(\mathbf r)|^2/N_c\) to the number density. The factors \(N_c\) cancel, and the density of electrons with moment direction \(\tau\) is
\begin{equation}
n_\tau(\mathbf r)=\frac{\Omega}{8\pi^3}
\int_{\text{occupied},\,\tau}|\psi_{\mathbf k}(\mathbf r)|^2\,d^3k .
\label{eq:density}
\end{equation}
The magnetisation density along \(z\) is therefore
\begin{equation}
m(\mathbf r)=\mu_B\left[n_\uparrow(\mathbf r)-n_\downarrow(\mathbf r)\right].
\label{eq:m}
\end{equation}
Filled core shells cancel in this difference as long as both spin directions have the same core orbitals, which is the case in a fixed potential.

\subsection{From magnetisation to field}

A magnetisation \(m(\mathbf r)\hat{\mathbf z}\) is equivalent to the current density
\begin{equation}
\mathbf j=c\,\nabla\times(m\hat{\mathbf z})
=c\left(\frac{\partial m}{\partial y},
-\frac{\partial m}{\partial x},0\right).
\end{equation}
The Biot--Savart law for the field at the origin contains the vector from the source point \(\mathbf r\) to the origin, which is \(-\mathbf r\):
\begin{equation}
\mathbf B(0)=\frac1c\int\frac{\mathbf j(\mathbf r)\times(-\mathbf r)}{r^3}\,d^3r .
\end{equation}
The \(z\) component of the cross product is
\begin{equation}
(\mathbf j\times\mathbf r)_z=j_xy-j_yx
=c\left(y\frac{\partial m}{\partial y}+x\frac{\partial m}{\partial x}\right),
\end{equation}
so that
\begin{equation}
B_z(0)=-\int\frac{x\,\partial_xm+y\,\partial_ym}{r^3}\,d^3r .
\label{eq:biot}
\end{equation}
Near the origin the integrand grows no faster than \(1/r^2\) if the gradient of \(m\) is bounded. The volume element supplies \(r^2\), and the integral converges. A cusp of the electron density at the nucleus does no harm, because its gradient is still bounded.

To separate the local part, cut out a ball of radius \(\varepsilon\) around the origin. Because the gradient is bounded, its contribution to \eqref{eq:biot} is at most proportional to \(\varepsilon\) and vanishes in the limit \(\varepsilon\to0\). Outside it, define
\begin{equation}
\mathbf w=\frac{(x,y,0)}{r^3}.
\end{equation}
Its divergence follows from the product rule and \(\partial_x r^{-3}=-3x/r^5\):
\begin{align}
\nabla\cdot\mathbf w
&=\frac{2}{r^3}-\frac{3(x^2+y^2)}{r^5}
\nonumber\\
&=\frac{2-3\sin^2\theta}{r^3}
=\frac{3\cos^2\theta-1}{r^3},
\end{align}
where \(\theta\) is the angle from the \(z\) axis. The product rule also gives
\begin{equation}
-\mathbf w\cdot\nabla m=-\nabla\cdot(m\mathbf w)+m\nabla\cdot\mathbf w .
\end{equation}
Integrate this outside the ball. The divergence becomes a surface integral. The distant surface lies outside the sample, where \(m=0\), and contributes nothing. On the small sphere the normal pointing out of the integration region is \(-\hat{\mathbf r}\), and this sign cancels the minus sign in front of the divergence. Since
\begin{equation}
\mathbf w\cdot\hat{\mathbf r}=\frac{x^2+y^2}{r^4}
=\frac{\sin^2\theta}{r^2},
\end{equation}
the surface term is
\begin{align}
\int m(\varepsilon\hat{\mathbf r})
\frac{\sin^2\theta}{\varepsilon^2}\,\varepsilon^2d\Omega_r
&\longrightarrow m(0)\int\sin^2\theta\,d\Omega_r
\nonumber\\
&=m(0)\,2\pi\int_{-1}^{1}(1-u^2)\,du
=\frac{8\pi}{3}m(0).
\end{align}
Here \(d\Omega_r\) is an element of solid angle and \(u=\cos\theta\). Hence
\begin{equation}
B_z(0)=\frac{8\pi}{3}m(0)
+\lim_{\varepsilon\to0}\int_{r>\varepsilon}
m(\mathbf r)\frac{3\cos^2\theta-1}{r^3}\,d^3r .
\label{eq:split}
\end{equation}
The first term is the contact field. The second is the field of the surrounding dipoles. Its limit exists because the angular integral of \(3\cos^2\theta-1\) is zero: the constant \(m(0)\) drops out on each small shell, and the remainder \(m(\mathbf r)-m(0)\) is at most proportional to \(r\).

The factor \(8\pi/3\) thus belongs to a division in which a spherical hole is cut around the nucleus. A cubic hole centred on the nucleus gives the same factor, because cubic symmetry again assigns one third of the full solid angle \(4\pi\) to each axis. A hole of lower symmetry in general moves part of the field from one term to the other without changing their sum: a cylinder along \(z\) whose height equals its diameter gives a surface term \((4\pi/\sqrt2)\,m(0)=8.886\,m(0)\) in place of \(8.378\,m(0)\).

A case with a surviving dipole term shows the division at work. For \(m=e^{-r^2}(1+z^2/2)\), with lengths in an arbitrary unit, the part \(e^{-r^2}\) gives no dipole field, and the rest gives
\begin{align}
\frac12\int_0^\infty r e^{-r^2}dr\;
2\pi\int_{-1}^{1}u^2(3u^2-1)\,du
&=\frac12\cdot\frac12\cdot2\pi
\left(\frac65-\frac23\right)
\nonumber\\
&=\frac{4\pi}{15}=0.8378 .
\end{align}
With \(m(0)=1\), the total should be \(8.3776+0.8378=9.2154\), where the last digit carries the rounding of the two terms. Direct numerical integration of the Biot--Savart field gives \(9.2153\).

\subsection{What cubic symmetry removes}

Without spin-orbit coupling, a uniform field acting on the spins does not single out a direction in ordinary space. The function \(m(\mathbf r)\) therefore keeps the cubic symmetry of the site. The cubic rotations exchange \(x\), \(y\) and \(z\), so on every shell of radius \(r\)
\begin{equation}
\int m\frac{x^2}{r^2}\,d\Omega_r
=\int m\frac{y^2}{r^2}\,d\Omega_r
=\int m\frac{z^2}{r^2}\,d\Omega_r
=\frac13\int m\,d\Omega_r .
\end{equation}
The last equality holds because the three integrals add up to \(\int m\,d\Omega_r\). Consequently
\begin{equation}
\int m(3\cos^2\theta-1)\,d\Omega_r
=\left(3\cdot\frac13-1\right)\int m\,d\Omega_r=0 .
\end{equation}
The density need not be spherical. Its cubic variation with angle is allowed and gives no dipole field at the nucleus. At a site of lower symmetry the dipole term can survive. It then depends on the direction of the field relative to the crystal axes and must be added to the contact shift.

\subsection{The distant part of the sample}

The shell argument covers a ball of radius \(R\) centred on the nucleus and contained in the sample. A nucleus is in general not at the centre of the sample, and a region \(A\) remains between this ball and the sample surface. Let \(R\) be much larger than the lattice constant \(a\). In \(A\) the dipole factor then varies little across a cell, and \(m\) can be replaced by its cell average \(M\). The errors, including those from cells cut by the boundaries, vanish as \(a/R\) tends to zero.

The field from \(A\) follows from the identity
\begin{equation}
\frac{\partial^2}{\partial z^2}\frac1r
=\frac{3z^2-r^2}{r^5}
=\frac{3\cos^2\theta-1}{r^3}.
\end{equation}
For a region \(X\), define
\begin{equation}
\Phi_X(\mathbf p)=\int_X\frac{d^3r}{|\mathbf r-\mathbf p|}.
\end{equation}
The field of \(A\) at the nucleus is \(M\,\partial^2\Phi_A/\partial p_z^2\), evaluated at the position \(\mathbf p_0\) of the nucleus. Differentiation under the integral is allowed because the nucleus lies outside \(A\).

Inside a uniform ball, \(\Phi\) obeys \(\nabla^2\Phi=-4\pi\). If \(p\) is the distance from the centre of the ball, spherical symmetry gives
\begin{equation}
\frac1{p^2}\frac{d}{dp}\left(p^2\frac{d\Phi}{dp}\right)=-4\pi
\quad\Longrightarrow\quad
\frac{d\Phi}{dp}=-\frac{4\pi p}{3},
\quad
\Phi=C-\frac{2\pi p^2}{3},
\end{equation}
where regularity at the centre has fixed the first integration constant. With the origin of \(\mathbf p\) at the centre of the sample, subtract the ball around the nucleus from the spherical sample:
\begin{align}
\Phi_A(\mathbf p)
&=C'-\frac{2\pi}{3}p^2+\frac{2\pi}{3}|\mathbf p-\mathbf p_0|^2
\nonumber\\
&=C'+\frac{2\pi}{3}\left(p_0^2-2\mathbf p\cdot\mathbf p_0\right).
\end{align}
This is linear in \(\mathbf p\), and its second derivative is zero. Region \(A\) produces no field at the nucleus, wherever the nucleus lies deep inside the spherical sample.

For another sample shape \(S\), define
\begin{equation}
D=-\left.\frac{\partial^2\Phi_S}{\partial p_z^2}\right|_{\mathbf p_0}.
\end{equation}
The ball around the nucleus has \(-\partial_z^2\Phi=4\pi/3\), so the distant matter adds the field
\begin{equation}
B_{\mathrm{shape}}=\left(\frac{4\pi}{3}-D\right)M .
\label{eq:shape}
\end{equation}
In the middle of a long needle along the field, \(\Phi_S\) does not depend on \(p_z\), and \(D=0\). In the middle of a wide plate perpendicular to the field, \(\Phi_S\) depends on \(p_z\) alone, and \(D=4\pi\). For uniform magnetisation, adding the contact field \(8\pi M/3\) gives \(4\pi M\) in the needle and zero in the plate. These are the values required by the continuity of the tangential \(H\) and of the normal \(B\), respectively.

\subsection{Result of the first part, in both unit systems}

For a cubic site in a spherical sample,
\begin{equation}
\Delta B=\frac{8\pi}{3}m(0)
\qquad\text{(Gaussian)}.
\label{eq:contactG}
\end{equation}
In SI the magnetisation current is \(\nabla\times\mathbf m\), without \(c\), and the Biot--Savart prefactor is \(\mu_0/(4\pi)\) in place of \(1/c\). The geometry is unchanged, and therefore
\begin{equation}
\Delta B=\frac{\mu_0}{4\pi}\,\frac{8\pi}{3}m(0)
=\frac23\mu_0m(0)
\qquad\text{(SI)}.
\label{eq:contactSI}
\end{equation}
The remaining unknown is the magnetisation density at one point, \(m(0)\). It is not the average magnetisation \(M\). Both depend on the electronic structure: \(M\) through the density of states at the Fermi level, and the ratio \(m(0)/M\) through the orbitals there and their weights in the density of states.

\section{Part II: The response of the Fermi surface and the Knight shift}

\subsection{Symbols and results carried over}

The atomic volume is \(\Omega\), and \(\psi_{\mathbf k}\) is normalised to one in it. Up and down denote the direction of the electron's moment relative to the applied field \(B_0\). The magnetisation density is \(m=\mu_B(n_\uparrow-n_\downarrow)\), where the density of each kind of electron is \(\Omega/(8\pi^3)\) times the integral of \(|\psi_{\mathbf k}|^2\) over its occupied states. For a cubic site in a spherical sample, the extra field at the nucleus is \((8\pi/3)m(0)\) in Gaussian units and \((2/3)\mu_0m(0)\) in SI. The shift is \(K=\Delta B/B_0\).

For a cubic site in a spherical sample, the field of the electron spins at the nucleus is now known once the magnetisation density there, \(m(0)\), is given. It remains to find the \(m(0)\) that an applied field produces, and from it the Knight shift.
